# Peak Evanescent Heat Transmission Between Two Identical Surfaces

**Problem.** Two identical half-spaces occupy $z<0$ and $z>d$, with vacuum between them. They are flat, non-magnetic and isotropic, with a local relative permittivity $\varepsilon(\omega)$. Consider p-polarized evanescent fields varying as $e^{ikx-i\omega t}$, with $k$ so large compared with $\omega/c$ and $|\varepsilon|^{1/2}\omega/c$ that electrostatics suffices. At the frequency of interest the reflection coefficient is

$$r=\frac{\varepsilon-1}{\varepsilon+1}=iR,\qquad R>1 .$$

The transmission $\tau(k)$ is defined by the net heat flux per area,

$$q=\int_0^\infty\frac{d\omega}{2\pi}\int\frac{d^2k}{(2\pi)^2}\,(\Theta_1-\Theta_2)\,\tau,\qquad \Theta_j=\frac{\hbar\omega}{e^{\hbar\omega/k_BT_j}-1}.$$

At which $k$ is $\tau$ greatest, and how large is it there? Evaluate the answer for silicon carbide surfaces 20 nm apart.

## A tempting solution

Body 1 emits in proportion to $\mathrm{Im}\,r$, and body 2 absorbs in proportion to $\mathrm{Im}\,r$. The field decays as $e^{-kd}$ across the gap, so its square brings $e^{-2kd}$. A reflected wave must cross the gap twice more, so reflections are dropped:

$$\tau\approx4(\mathrm{Im}\,r)^2e^{-2kd}=4R^2e^{-2kd}.$$

This equals one at $k=\ln(2R)/d$ and grows towards $4R^2$ as $k\to0$. If a channel cannot carry more than one unit, the curve is cut off there, and every $k$ below $\ln(2R)/d$ transmits perfectly.

## Where it fails

The decay over a round trip is $e^{-2kd}$, but two reflections multiply the wave by $r^2$, whose size is $R^2>1$. The neglected factor has size $R^2e^{-2kd}$. At $k=\ln(2R)/d$ it is already $1/4$, and it exceeds one for $k<\ln(R)/d$. There a sum over successive reflections diverges, so adding a few more terms is no cure. The boundary conditions must be solved as a whole.

A reflection coefficient above one does not violate energy conservation. As the flux formula below shows, a single evanescent wave carries no power across the gap; that needs both the decaying and the growing wave. Passivity requires $\mathrm{Im}\,r\ge0$, not $|r|\le1$.

## The right solution

**Reflection of the potential.** Let a potential $e^{-kz}$ meet a surface placed at $z=0$, with reflected wave $\rho e^{kz}$ and transmitted wave $te^{-kz}$. Continuity of potential and normal displacement gives

$$1+\rho=t,\qquad 1-\rho=\varepsilon t .$$

Eliminating $t$ gives $\rho=(1-\varepsilon)/(1+\varepsilon)=-r$. The potential therefore reflects with $-r$.

**Field in the gap.** Write $\Phi=Ae^{-kz}+Be^{kz}$, and let $\Phi_s$ be the amplitude that body 1 would emit if alone. Keep $r_1$ and $r_2$ distinct for now. Reflection at the two surfaces gives

$$A=\Phi_s-r_1B,\qquad Be^{kd}=-r_2Ae^{-kd}.$$

Substituting the second relation into the first,

$$A=\frac{\Phi_s}{1-r_1r_2e^{-2kd}} .$$

**Power.** In electrostatics the energy flux in vacuum is $\Phi\,\partial_tD_z$, because $\nabla\cdot\partial_t\mathbf D=0$ and hence $\nabla\cdot(\Phi\,\partial_t\mathbf D)=-\mathbf E\cdot\partial_t\mathbf D$. With $D_z=-\varepsilon_0\partial_z\Phi$, its time average is

$$S=\tfrac12\mathrm{Re}\left[i\omega\varepsilon_0\Phi^*\partial_z\Phi\right]=-\tfrac12\varepsilon_0\omega\,\mathrm{Im}(\Phi^*\partial_z\Phi).$$

The product is

$$\Phi^*\partial_z\Phi=k\left(-|A|^2e^{-2kz}+|B|^2e^{2kz}+A^*B-AB^*\right).$$

The first two terms are real and the last two sum to $2i\,\mathrm{Im}(A^*B)$. With $B=-r_2e^{-2kd}A$,

$$S=-\varepsilon_0\omega k\,\mathrm{Im}(A^*B)=\varepsilon_0\omega k\,\mathrm{Im}(r_2)\,e^{-2kd}|A|^2 .$$

**Thermal source.** Place a charge sheet of amplitude $\sigma$ at height $z_0$ above body 1 alone. The potential at the sheet is

$$\frac{\sigma}{2\varepsilon_0k}\left(1-r_1e^{-2kz_0}\right).$$

The coupling energy is $+\sigma\Phi$, so the generalized force is $-\sigma$. The response function $\chi$ is the potential divided by that force, whence

$$\mathrm{Im}\,\chi=\frac{\mathrm{Im}\,r_1}{2\varepsilon_0k}e^{-2kz_0}.$$

The fluctuation-dissipation theorem gives the variance in a positive-frequency interval $d\omega$ as $2(d\omega/2\pi)\,\hbar\coth(\hbar\omega/2k_BT_1)\,\mathrm{Im}\,\chi$. Since $\hbar\coth(\hbar\omega/2k_BT_1)=\hbar+2\Theta_1/\omega$, the thermal part is $(4\Theta_1/\omega)\,\mathrm{Im}\,\chi\,d\omega/2\pi$. The zero-point parts of the two bodies cancel in the net flux.

The emitted potential at $z_0$ is $\Phi_se^{-kz_0}$, which removes the height factor. Per mode in $d^2k/(2\pi)^2$,

$$\langle\Phi_s^2\rangle=\frac{4\Theta_1}{\omega}\,\frac{\mathrm{Im}\,r_1}{2\varepsilon_0k}\,\frac{d\omega}{2\pi}.$$

A peak amplitude squared is twice a variance, so $|\Phi_s|^2$ is replaced by $2\langle\Phi_s^2\rangle$ in $S$. The factors $\varepsilon_0$, $\omega$ and $k$ cancel, leaving $\Theta_1\tau\,d\omega/2\pi$ with

$$\tau=\frac{4\,\mathrm{Im}\,r_1\,\mathrm{Im}\,r_2\,e^{-2kd}}{|1-r_1r_2e^{-2kd}|^2}.$$

Exchanging the bodies leaves $\tau$ unchanged, so the net flux contains $\Theta_1-\Theta_2$.

**Maximum.** For $r_1=r_2=iR$ we have $r_1r_2=-R^2$. Put $y=Re^{-kd}$:

$$\tau=\frac{4y^2}{(1+y^2)^2},\qquad 1-\tau=\frac{(1+y^2)^2-4y^2}{(1+y^2)^2}=\left(\frac{1-y^2}{1+y^2}\right)^2 .$$

The second expression is never negative and vanishes only for $y=1$. Therefore

$$k_*=\frac{\ln R}{d},\qquad \tau(k_*)=1 .$$

Since $y=e^{-(kd-\ln R)}$ and $\tau=[2/(y+1/y)]^2$, the whole curve is

$$\tau(k)=\mathrm{sech}^2(kd-\ln R).$$

For $k>k_*$ the gap attenuates the field. For $k<k_*$ the returning wave opposes the source: $A=\Phi_s/(1+y^2)$ is strongly reduced when $y$ is large. At the tempting answer $y=1/2$, so the true transmission is $1/(1.25)^2=0.64$.

If $R<1$, then $y<1$ for every $k>0$. The transmission tends to its upper limit $4R^2/(1+R^2)^2<1$ as $k\to0$, which is 0.64 for $R=0.5$. For $R=1$ the unit value moves to $k=0$, where electrostatics no longer applies.

## Other phases and unequal surfaces

An imaginary $r$ with $R>1$ is sufficient for unit transmission at some $k$, but $r$ need not be imaginary. Let $r_j=|r_j|e^{i\theta_j}$ with $0<\theta_j<\pi$, and define $u=kd-\tfrac12\ln|r_1r_2|$ and $\bar\theta=(\theta_1+\theta_2)/2$. Then $r_1r_2e^{-2kd}=e^{-2u+2i\bar\theta}$, and

$$|1-e^{-2u+2i\bar\theta}|^2=2e^{-2u}(\cosh2u-\cos2\bar\theta)=4e^{-2u}(\sinh^2u+\sin^2\bar\theta).$$

The numerator is $4\sin\theta_1\sin\theta_2\,e^{-2u}$, so

$$\tau=\frac{\sin\theta_1\sin\theta_2}{\sinh^2u+\sin^2\bar\theta}.$$

For identical surfaces with $|r|>1$ the peak is again one, now at $k=\ln|r|/d$. As $\theta\to0$ its width vanishes, and with it the heat carried.

For unequal surfaces with $|r_1r_2|>1$ the peak lies at $u=0$. Because $\sin\theta_1\sin\theta_2=\sin^2\bar\theta-\sin^2[(\theta_1-\theta_2)/2]$, its height is below one unless the phases agree.

## Silicon carbide across 20 nm

For the cubic crystal take one phonon oscillator,

$$\varepsilon(E)=\varepsilon_\infty\frac{E_{LO}^2-E^2-i\gamma E}{E_{TO}^2-E^2-i\gamma E},$$

with $E=\hbar\omega$ and rough typical values $\varepsilon_\infty=6.5$, $E_{TO}=99$ meV, $E_{LO}=121$ meV and $\gamma=0.6$ meV. Without damping, $\varepsilon=-1$ at

$$E=\sqrt{\frac{\varepsilon_\infty E_{LO}^2+E_{TO}^2}{\varepsilon_\infty+1}}=118.30\ \text{meV}.$$

With damping, a numerical root search just above this energy puts $\mathrm{Re}\,r=0$ at 118.32 meV. There $\varepsilon=-0.992+0.127i$ and $R=15.7$. Hence

$$k_*=\frac{2.755}{20\ \text{nm}}=0.138\ \text{nm}^{-1}=1.38\times10^8\ \text{m}^{-1}.$$

The in-plane wavelength is 46 nm and the decay length $1/k_*$ is 7.3 nm. The tempting solution gives $(2.755+0.693)/20=0.172$ nm$^{-1}$ and a limit $4R^2\approx990$ at small $k$; the correct quasistatic limit is 0.016.

Half height requires $\cosh(kd-\ln R)=\sqrt2$, or $kd=\ln R\pm0.881$. This gives 0.094 and 0.182 nm$^{-1}$.

The number of fully transmitting channels per area that would carry the same heat is $N=\int_0^\infty k\,\tau\,dk/2\pi$. With $v=kd$ and $L=\ln R$, integration by parts gives

$$\int_0^\infty v\,\mathrm{sech}^2(v-L)\,dv=\Big[v\tanh(v-L)-\ln\cosh(v-L)\Big]_0^\infty=L+\ln2+\ln\cosh L .$$

Since $2R\cosh L=R^2+1$,

$$N=\frac{\ln(1+R^2)}{2\pi d^2}=2.19\times10^{-3}\ \text{nm}^{-2}.$$

Propagating waves of one polarization offer at most $(\omega/c)^2/4\pi=2.86\times10^{-8}$ nm$^{-2}$, smaller by a factor of about 77,000 at this energy. That ratio does not apply to the whole spectrum.

For bodies at 330 K and 300 K, $\Theta_1-\Theta_2=0.645$ meV. Since $d\omega/2\pi=dE/h$, the spectral flux is $(\Theta_1-\Theta_2)N/h=5.5\times10^4$ W/m² per meV at this energy.

**The real case.** The wavevector $k_*$ is 230 times $\omega/c$. Replacing the quasistatic reflection by the full Fresnel coefficients and maximizing numerically shifts the peak by about one part in $10^5$. A 20 nm gap is small for extended parallel plates. An increase of 1 nm at fixed $k$ lowers the transmission from 1 to 0.98; the peak itself moves to a smaller $k$. For a rough optical branch width of 10 meV and lattice constant $a=0.44$ nm, a cosine branch shifts by $(10\ \text{meV})\sin^2(k_*a/4)\approx0.002$ meV, far less than $\gamma$. That bulk shift is not the leading effect of dispersion, however. At 118.32 meV, below $E_{LO}$, the same branch has a propagating longitudinal phonon with wavevector $q\approx5$ nm$^{-1}$. The surface field couples to it at first order in $k/q$ and loses energy to it. If the normal lattice polarization vanishes at the surface, or the phonons reflect specularly, $|r|$ at the peak falls to about 12.5, the peak moves to about 0.127 nm$^{-1}$ and $N$ falls by about 15%; the peak height stays one for identical surfaces. These sizes depend on the boundary condition assumed and grow with the branch width, so the local result for $k_*$ may be off by some 10% for the real crystal.

The temperature difference matters more than retardation, though less than this nonlocal loss. It makes the surfaces unequal, which lowers the peak. At 118.32 meV it also weakens the reflection from the hot crystal, which moves the peak to smaller $k$. Suppose the phonon energies fall by roughly 0.0025 meV/K and the damping grows in proportion to temperature. The hot crystal then has energies lower by 0.075 meV and $\gamma=0.66$ meV, which gives $r=-2.9+13.3i$ at the same photon energy. The peak falls to 0.989, at 0.134 nm$^{-1}$, and $N$ falls by 4%, bringing the spectral flux to about $5.3\times10^4$ W/m² per meV. Inequality alone does not explain the smaller $N$: if both surfaces had the hot crystal's reflection coefficient, the peak would be one again, yet $N$ would be 6.5% below its original value. The sign of the change depends on the photon energy: at 118.0 meV $N$ for the hot-cold pair is 6% above that for two cold crystals. There the softened crystal reflects somewhat more strongly than the cold one, which accounts for about 1%; most of the rise comes from the phase of its $r$ moving about $10^\circ$ closer to $90^\circ$. These hot-cold figures use the local permittivity. Roughness, surface layers and free carriers are left out of all the estimates.

Numerical values quoted here were computed with a short program.
